# Stark shifts of the n=2 level of hydrogen-like lithium: test program

```python
# Result under test: in a uniform field F the n=2 level of a one-electron ion
# with nuclear charge Z splits, to first order, into shifts +3F/Z, 0, 0, -3F/Z.
# For lithium (Z=3) the outer shifts are +F and -F in atomic units.
# H = p^2/2 - Z/r + F z; energies in hartree and lengths in bohr inside the code.
# The example is an ion in a lithium plasma that emits near 135 angstrom.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import roots_laguerre, eval_genlaguerre, gammaln

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10   # angstrom
ALPHA = const.fine_structure
Z = 3


def subspace_matrix(operator, charge=Z):
    """Matrix of operator(x, y, z, r) in the states 2s, 2px, 2py, 2pz."""
    t, wt = roots_laguerre(40)
    u, wu = np.polynomial.legendre.leggauss(24)
    phi = np.arange(8) * 2 * np.pi / 8
    r, c, p = np.meshgrid(t / charge, u, phi, indexing="ij")
    s = np.sqrt(1 - c**2)
    x, y, z = r * s * np.cos(p), r * s * np.sin(p), r * c
    weight = (wt[:, None, None] * wu[None, :, None]
              * (2 * np.pi / 8) * r**2 / charge)
    norm = charge**1.5 / (4 * np.sqrt(2 * np.pi))
    # The factor exp(-charge*r) of each product is the Laguerre weight.
    states = norm * np.array([2 - charge * r, charge * x,
                              charge * y, charge * z])
    return np.einsum("iabc,jabc,abc->ij", states, states,
                     weight * operator(x, y, z, r))


def full_levels(field, m, charge=Z, mass=1.0, lmax=5, size=14):
    """Levels of the whole Hamiltonian in a Coulomb-Sturmian basis."""
    lam = charge / 2
    x, w = roots_laguerre(40)
    funcs, ls, ns = [], [], []
    for l in range(m, lmax + 1):
        for k in range(size):
            norm = np.exp(0.5 * (gammaln(k + 2*l + 2) - gammaln(k + 1)))
            funcs.append(x**(l + 1)
                         * eval_genlaguerre(k, 2*l + 1, x) / norm)
            ls.append(l)
            ns.append(k + l + 1)
    f, ls, ns = np.array(funcs), np.array(ls), np.array(ns)
    same = ls[:, None] == ls[None, :]
    overlap = same * ((f * w) @ f.T) / (2 * lam)
    inverse_r = same * ((f * w / x) @ f.T)
    radius = ((f * w * x) @ f.T) / (2 * lam)**2
    kinetic = lam * inverse_r * ns[None, :] - lam**2 / 2 * overlap
    low = np.minimum(ls[:, None], ls[None, :])
    cosine = np.where(np.abs(ls[:, None] - ls[None, :]) == 1,
                      np.sqrt(((low + 1)**2 - m**2)
                              / ((2*low + 1) * (2*low + 3))), 0.0)
    h = kinetic / mass - charge * inverse_r + field * cosine * radius
    return eigh((h + h.T) / 2, (overlap + overlap.T) / 2,
                eigvals_only=True)


def dirac_energy(n, k):
    """Dirac level without rest energy; k = j + 1/2."""
    root = np.sqrt(k**2 - (Z * ALPHA)**2)
    return ((1 + (Z * ALPHA / (n - k + root))**2)**-0.5 - 1) / ALPHA**2


# The zero-field functions solve the radial equation at energy -Z^2/8.
rs, zs = sp.symbols("r Z", positive=True)
for l, radial in ((0, 2 - zs * rs), (1, rs)):
    g = rs * radial * sp.exp(-zs * rs / 2)
    residual = (-sp.diff(g, rs, 2) / 2 + l * (l + 1) * g / (2 * rs**2)
                - zs * g / rs + zs**2 * g / 8)
    assert sp.simplify(residual) == 0
radial_integral = sp.integrate(
    sp.expand(rs**4 * (2 - zs * rs)) * sp.exp(-zs * rs), (rs, 0, sp.oo))
assert sp.simplify(radial_integral + 72 / zs**5) == 0

# Normalization, selection rules and the 3/Z law, by quadrature in space.
assert np.allclose(subspace_matrix(lambda x, y, z, r: 1 + 0*r),
                   np.eye(4), atol=1e-10)
for charge in (1, 2, 3):
    zmat = subspace_matrix(lambda x, y, z, r: z, charge)
    expected = np.zeros((4, 4))
    expected[0, 3] = expected[3, 0] = -3 / charge
    assert np.allclose(zmat, expected, atol=1e-9)
    assert np.allclose(np.linalg.eigvalsh(zmat),
                       [-3 / charge, 0, 0, 3 / charge], atol=1e-9)
xmat = subspace_matrix(lambda x, y, z, r: x)
ymat = subspace_matrix(lambda x, y, z, r: y)
r2mat = subspace_matrix(lambda x, y, z, r: r**2)
raised = np.linalg.eigh(zmat)[1][:, 3]
assert np.allclose(raised * np.sign(raised[0]),
                   np.array([1, 0, 0, -1]) / np.sqrt(2), atol=1e-8)
mean_z = raised @ zmat @ raised

# Example field and the full Hamiltonian, which mixes in other shells.
field_va = 0.1                                  # V/angstrom
F = field_va * BOHR / HARTREE
E2 = -Z**2 / 8
free = full_levels(0.0, 0)
assert np.allclose(free[:3], [-Z**2 / 2, E2, E2], atol=1e-9)
lower, upper = full_levels(F, 0)[1:3]
middle = full_levels(F, 1)[0]
half_split = (upper - lower) / 2
quadratic = (upper + lower) / 2 - E2
assert abs(half_split / F - 1) < 1e-5
assert abs(middle - E2) < 0.01 * F
larger = full_levels(F, 0, lmax=6, size=16)[1:3]
assert np.allclose(larger, [lower, upper], atol=1e-9)
double = full_levels(2 * F, 0)[1:3]
assert abs((double.mean() - E2) / quadratic - 4) < 0.01
helium_ion = full_levels(1e-3, 0, charge=2)[1:3]
assert abs((helium_ion[1] - helium_ion[0]) / 2e-3 - 1.5) < 1e-4

# Finite nuclear mass M: a light test nucleus makes the effect visible.
M_test = 50.0
pull = M_test / (M_test + 1) + Z / (M_test + 1)
light = full_levels(1e-3 * pull, 0, mass=M_test / (M_test + 1))[1:3]
assert abs((light[1] - light[0]) / 2e-3 - (1 + Z / M_test)) < 1e-4
M = 7 * const.atomic_mass / const.m_e           # mass number 7

# Fine structure and field together in the eight spin-orbital states.
fine = dirac_energy(2, 2) - dirac_energy(2, 1)
assert abs(fine / (ALPHA**2 * Z**4 / 32) - 1) < 2e-3
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
spin_orbit = np.zeros((8, 8), complex)
for a in range(3):
    L = np.zeros((4, 4), complex)
    b, c = (a + 1) % 3, (a + 2) % 3
    L[b + 1, c + 1], L[c + 1, b + 1] = -1j, 1j
    spin_orbit += np.kron(L, pauli[a] / 2)
p_only = np.kron(np.diag([0, 1, 1, 1]), np.eye(2))
h_fine = fine * 2 / 3 * (spin_orbit + p_only)
assert np.allclose(np.linalg.eigvalsh(h_fine), [0]*4 + [fine]*4, atol=1e-12)
h_z = np.kron(zmat, np.eye(2))
with_fine = np.linalg.eigvalsh(h_fine + F * h_z)
fine_half = (with_fine[-1] - with_fine[0]) / 2
fine_common = (with_fine[-1] + with_fine[0]) / 2
assert abs(fine_half / F - 1) < 0.01
weak = 1e-3 * fine
weak_slope = -np.linalg.eigvalsh(h_fine + weak * h_z)[0] / weak
assert abs(weak_slope - 1 / np.sqrt(3)) < 2e-3

# Barrier: top of -Z/s - F s on the downhill axis, and a WKB exponent.
F_top = Z**3 / 256
s_axis = np.linspace(0.5, 30, 200001)
assert abs(np.max(-Z / s_axis - F_top * s_axis) - E2) < 1e-6
inner, outer = np.sort(np.roots([F, E2, Z]).real)
wkb = 2 * quad(lambda s: np.sqrt(max(0, 2 * (-E2 - Z / s - F * s))),
               inner, outer, limit=200)[0]
assert F < F_top and wkb > 100

# A neighbouring ion of charge 2 supplies the field; use its full potential.
Q = 2
R = np.sqrt(Q / F)
ion = subspace_matrix(lambda x, y, z, r:
                      Q / R - Q / np.sqrt(r**2 + R**2 + 2 * R * z))
ion_levels = np.linalg.eigvalsh(ion)
ion_half = (ion_levels[3] - ion_levels[0]) / 2
ion_common = (ion_levels[3] + ion_levels[0]) / 2
assert abs(ion_half / F - 1) < 0.01
assert abs(ion_common) < 0.05 * F
ion_density = 3 / (4 * np.pi * R**3)
electron_density = Q * ion_density
density_cm = electron_density / (BOHR * 1e-8)**3

# Optical line and widths at a rough plasma temperature.
kT_ev = 15.0
kT = kT_ev / HARTREE
line = (E2 + Z**2 / 2) * HARTREE
hc = const.h * const.c / const.e * 1e10         # eV angstrom
shift = F * HARTREE
wave = [hc / (line + d) for d in (shift, 0, -shift)]
wave_shift = (wave[2] - wave[0]) / 2
band = 0.02 * wave[1]
p_mean = (2 * dirac_energy(2, 2) + dirac_energy(2, 1)) / 3
relativistic = (p_mean - dirac_energy(1, 1)) * HARTREE - line
recoil_mass = -line / (M + 1)
doppler = line * np.sqrt(8 * np.log(2) * kT * ALPHA**2 / M)
ion_motion = np.sqrt(2 * kT / M) / R * HARTREE
impulse = quad(lambda t: 5 / (25 + (1.3 * t)**2)**1.5, -np.inf, np.inf)[0]
assert abs(impulse - 2 / (5 * 1.3)) < 1e-7
inverse_speed = quad(lambda v: 4 * np.pi * v * np.exp(-v**2 / (2 * kT))
                     / (2 * np.pi * kT)**1.5, 0, np.inf)[0]
strength = sum(np.sum((d @ raised)**2) for d in (xmat, ymat, zmat))
rms_radius = np.sqrt(raised @ r2mat @ raised)
debye = np.sqrt(kT / (4 * np.pi * electron_density))
log_factor = np.log(debye / rms_radius)
impact = (2 * 4 * np.pi / 3 * electron_density * inverse_speed
          * strength * log_factor * HARTREE)
assert 2 * wave_shift < band


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Nuclear charge Z", Z, "", "d")
show("Matrix element <2s|z|2pz>, Z=3", zmat[0, 3], "bohr", ".6f")
show("Mean z in raised state", mean_z * BOHR, "angstrom")
show("Field F", field_va, "V/angstrom", ".2f")
show("Field F, converted", field_va * 100, "MV/cm", ".1f")
show("Field F in atomic units", F, "a.u.", ".6f")
show("Unshifted n=2 energy", E2 * HARTREE, "eV")
show("First-order outer shift, plus or minus", shift, "eV", ".5f")
show("Full basis: upper shift", (upper - E2) * HARTREE, "eV", ".6f")
show("Full basis: lower shift", (lower - E2) * HARTREE, "eV", ".6f")
show("Full basis: middle shift", (middle - E2) * HARTREE, "eV", ".3e")
show("Full basis: half-splitting / F", half_split / F, "", ".7f")
show("Common quadratic shift of outer pair", quadratic * HARTREE,
     "eV", ".3e")
show("Unshifted line energy", line, "eV", ".3f")
show("Line from raised level", wave[0], "angstrom", ".3f")
show("Line from middle levels", wave[1], "angstrom", ".3f")
show("Line from lowered level", wave[2], "angstrom", ".3f")
show("Outer wavelength shift", wave_shift, "angstrom")
show("Outer wavelength shift, converted", wave_shift / 10, "nm", ".5f")
show("Mirror bandwidth, rough 2 percent", band, "angstrom", ".2f")
show("Fine-structure splitting of n=2", fine * HARTREE, "eV", ".5f")
show("F / fine splitting, both in a.u.", F / fine, "", ".1f")
show("Half-splitting / F with fine structure", fine_half / F, "", ".5f")
show("Outer-pair centre above j=1/2 level", fine_common * HARTREE,
     "eV", ".5f")
show("Weak-field slope, no Lamb shift", weak_slope)
show("Relativistic shift of whole line", relativistic, "eV", ".4f")
show("Nuclear-mass shift of whole line", recoil_mass, "eV", ".4f")
show("Relative mass correction to Stark shift", Z / M, "", ".2e")
show("Field with barrier top at level", F_top * HARTREE / BOHR,
     "V/angstrom", ".2f")
show("WKB tunnelling exponent", wkb, "", ".0f")
show("Neighbour ion charge", Q, "e", "d")
show("Neighbour ion distance", R * BOHR, "angstrom", ".2f")
show("Matching electron density", density_cm, "cm^-3", ".2e")
show("Ion potential: half-splitting / F", ion_half / F, "", ".5f")
show("Ion potential: outer-pair common shift", ion_common * HARTREE,
     "eV", ".5f")
show("Ion potential: middle-level shift", ion_levels[1] * HARTREE,
     "eV", ".5f")
show("Plasma temperature, rough", kT_ev, "eV", ".0f")
show("Doppler full width", doppler, "eV")
show("Ion-motion energy scale", ion_motion, "eV")
show("Dipole strength sum in raised state", strength, "bohr^2", ".3f")
show("Rms radius of raised state", rms_radius * BOHR, "angstrom", ".3f")
show("Electron Debye length", debye * BOHR, "angstrom", ".1f")
show("Logarithm in impact width", log_factor, "", ".2f")
show("Electron-impact full width, rough", impact, "eV", ".3f")
print("all tests passed")
```

Printed output:

```
Nuclear charge Z: 3
Matrix element <2s|z|2pz>, Z=3: -1.000000 bohr
Mean z in raised state: 0.5292 angstrom
Field F: 0.10 V/angstrom
Field F, converted: 10.0 MV/cm
Field F in atomic units: 0.001945 a.u.
Unshifted n=2 energy: -30.6128 eV
First-order outer shift, plus or minus: 0.05292 eV
Full basis: upper shift: 0.052811 eV
Full basis: lower shift: -0.053025 eV
Full basis: middle shift: -9.910e-05 eV
Full basis: half-splitting / F: 1.0000027
Common quadratic shift of outer pair: -1.067e-04 eV
Unshifted line energy: 91.838 eV
Line from raised level: 134.925 angstrom
Line from middle levels: 135.003 angstrom
Line from lowered level: 135.080 angstrom
Outer wavelength shift: 0.0778 angstrom
Outer wavelength shift, converted: 0.00778 nm
Mirror bandwidth, rough 2 percent: 2.70 angstrom
Fine-structure splitting of n=2: 0.00367 eV
F / fine splitting, both in a.u.: 14.4
Half-splitting / F with fine structure: 1.00080
Outer-pair centre above j=1/2 level: 0.00122 eV
Weak-field slope, no Lamb shift: 0.5777
Relativistic shift of whole line: 0.0125 eV
Nuclear-mass shift of whole line: -0.0072 eV
Relative mass correction to Stark shift: 2.35e-04
Field with barrier top at level: 5.42 V/angstrom
WKB tunnelling exponent: 1120
Neighbour ion charge: 2 e
Neighbour ion distance: 16.97 angstrom
Matching electron density: 9.77e+19 cm^-3
Ion potential: half-splitting / F: 1.00022
Ion potential: outer-pair common shift: -0.00110 eV
Ion potential: middle-level shift: 0.00110 eV
Plasma temperature, rough: 15 eV
Doppler full width: 0.0104 eV
Ion-motion energy scale: 0.0079 eV
Dipole strength sum in raised state: 2.000 bohr^2
Rms radius of raised state: 1.058 angstrom
Electron Debye length: 29.1 angstrom
Logarithm in impact width: 3.32
Electron-impact full width, rough: 0.024 eV
all tests passed
```
